# Thouless' stability condition for a Hartree–Fock determinant, part 1

(Sections cited here and not found follow in the second part.)

A self-consistent-field iteration stops when the Fock matrix no longer couples occupied to virtual orbitals. That condition makes the energy stationary under every small change of the orbitals, and a stationary point can be a saddle as well as a minimum. For H\(_2\) stretched to 1.50 Å in the STO-3G basis, the closed-shell solution is fully converged at \(-0.9109\) hartree, with a positive gap between occupied and virtual orbital energies, and yet a continuous rotation of the orbitals leads downhill to another determinant at \(-0.9577\) hartree. Neither the convergence criterion nor the orbital energies show this, and an iteration that keeps the two spins in the same real orbital never leaves the saddle. The missing information is the second-order change of the energy.

### Conventions

Energies are in hartree (\(E_h\)) and bond lengths in Å. The one-particle basis is finite and orthonormal. The reference \(|\Phi_0\rangle=a_1^\dagger\cdots a_N^\dagger|\mathrm{vac}\rangle\) is a determinant of \(N\) spin orbitals; \(i,j,k,l\) label occupied, \(a,b,c\) virtual and \(p,q,r,s\) arbitrary spin orbitals, and \(\langle\cdots\rangle\) is the expectation value in \(\Phi_0\). The Hamiltonian is

\[
H=\sum_{pq}h_{pq}\,a_p^\dagger a_q+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\,a_p^\dagger a_q^\dagger a_s a_r ,\qquad \langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle , \tag{1}
\]

with \(\langle pq|rs\rangle=\iint\varphi_p^*(1)\varphi_q^*(2)\,r_{12}^{-1}\varphi_r(1)\varphi_s(2)\). The integrals obey \(\langle pq|rs\rangle=\langle qp|sr\rangle\) (exchange of the electron labels) and \(\langle pq|rs\rangle^*=\langle rs|pq\rangle\) (hermiticity), so \(\langle pq\|rs\rangle\) changes sign under \(p\leftrightarrow q\) and under \(r\leftrightarrow s\). Excited determinants are \(|\Phi_i^a\rangle=a_a^\dagger a_i|\Phi_0\rangle\) and \(|\Phi_{ij}^{ab}\rangle=a_a^\dagger a_b^\dagger a_ja_i|\Phi_0\rangle\). "Stable" means a local minimum of \(\langle\Phi|H|\Phi\rangle/\langle\Phi|\Phi\rangle\) among \(N\)-electron determinants in this basis.

### Coordinates for all nearby determinants

Let a second determinant have orbitals \(b_i^\dagger=\sum_j a_j^\dagger (C_o)_{ji}+\sum_a a_a^\dagger (C_v)_{ai}\), and suppose \(\det C_o\neq0\). With \(t=C_vC_o^{-1}\),

\[
b_i^\dagger=\sum_j c_j^\dagger\,(C_o)_{ji},\qquad c_j^\dagger=a_j^\dagger+\sum_a t_{aj}\,a_a^\dagger . \tag{2}
\]

The \(c_j^\dagger\) anticommute, so in the product \(b_1^\dagger\cdots b_N^\dagger\) only terms with \(N\) different \(j\) survive, each with the sign of its permutation, and the product equals \(\det C_o\; c_1^\dagger\cdots c_N^\dagger\). Define \(\hat T[t]=\sum_{ai}t_{ai}\,a_a^\dagger a_i\). The identity \([XY,Z]=X\{Y,Z\}-\{X,Z\}Y\) gives \([a_p^\dagger a_q,a_r^\dagger]=\delta_{qr}a_p^\dagger\). Hence \([\hat T,a_j^\dagger]=\sum_a t_{aj}a_a^\dagger\) and \([\hat T,a_b^\dagger]=0\), the commutator series stops after one term, and \(e^{\hat T}a_j^\dagger e^{-\hat T}=c_j^\dagger\). Inserting \(e^{-\hat T}e^{\hat T}\) between neighbouring factors and using \(e^{-\hat T}|\mathrm{vac}\rangle=|\mathrm{vac}\rangle\),

\[
b_1^\dagger\cdots b_N^\dagger|\mathrm{vac}\rangle=\det C_o\; e^{\hat T[t]}|\Phi_0\rangle . \tag{3}
\]

This is Thouless' theorem. Since \(\langle\Phi_0|\hat T=0\), the overlap of the new determinant with \(\Phi_0\) is \(\det C_o\). The assumption \(\det C_o\ne0\) therefore excludes only determinants orthogonal to \(\Phi_0\), and the complex numbers \(t_{ai}\) label every determinant in a neighbourhood of the reference.

Orbital optimization works with rotations that keep the orbitals orthonormal,

\[
|\Phi(\kappa)\rangle=e^{\hat T[\kappa]-\hat T[\kappa]^\dagger}|\Phi_0\rangle ,\qquad \hat T-\hat T^\dagger=\sum_{pq}K_{pq}a_p^\dagger a_q,\qquad K=\begin{pmatrix}0&-\kappa^\dagger\\ \kappa&0\end{pmatrix}, \tag{4}
\]

with the occupied block first. The same commutator gives \([\hat T-\hat T^\dagger,a_q^\dagger]=\sum_p a_p^\dagger K_{pq}\); the \(n\)-fold commutator brings \(K^n\), and the series sums to \(\sum_p a_p^\dagger(e^K)_{pq}\). The new occupied orbitals are the occupied columns of \(e^K\). Take the singular value decomposition \(\kappa=U\vartheta V^\dagger\) with \(U^\dagger U=V^\dagger V=1\) and \(\vartheta\) diagonal. The occupied–occupied block of \(K^2\) is \(-\kappa^\dagger\kappa=-V\vartheta^2V^\dagger\) and its off-diagonal blocks vanish, so \((K^{2n})_{oo}=(-1)^nV\vartheta^{2n}V^\dagger\) for \(n\ge1\) and \((K^{2n+1})_{vo}=\kappa(-\kappa^\dagger\kappa)^n=(-1)^nU\vartheta^{2n+1}V^\dagger\). Summing with the factorials,

\[
C_o=1-VV^\dagger+V\cos\vartheta\,V^\dagger,\qquad C_v=U\sin\vartheta\,V^\dagger . \tag{5}
\]

For angles below \(\pi/2\) the inverse is \(C_o^{-1}=1-VV^\dagger+V(\cos\vartheta)^{-1}V^\dagger\), and \(V^\dagger(1-VV^\dagger)=0\) leaves

\[
t=C_vC_o^{-1}=U\tan\vartheta\,V^\dagger=\kappa+\tfrac13\kappa\kappa^\dagger\kappa+\cdots \tag{6}
\]

The map is inverted by replacing \(\tan\) with \(\arctan\), so \(\kappa\) covers the same determinants as \(t\). Because \(t=\kappa+O(\kappa^3)\), an expansion of the energy through second order has the same coefficients in both coordinates, and the simpler form (3) can be used to find them.

### The energy through second order

Put \(H'=H-E_0\) with \(E_0=\langle H\rangle\). Then

\[
E-E_0=\frac{\langle e^{\hat T^\dagger}H'e^{\hat T}\rangle}{\langle e^{\hat T^\dagger}e^{\hat T}\rangle}. \tag{7}
\]

The denominator is \(1+\langle\hat T^\dagger\hat T\rangle+O(t^4)\), because states of different excitation rank are orthogonal. The numerator has no zeroth-order term, since \(\langle H'\rangle=0\), so the denominator first matters at third order. Expanding the exponentials as \(1+\hat T+\tfrac12\hat T^2\), the first-order terms are \(\langle\hat T^\dagger H'\rangle+\langle H'\hat T\rangle\) and the second-order terms are \(\langle\hat T^\dagger H'\hat T\rangle+\tfrac12\langle\hat T^{\dagger2}H'\rangle+\tfrac12\langle H'\hat T^2\rangle\). The unpaired terms come as complex conjugates, and \(E_0\) drops out of them because \(\langle\hat T^\dagger\rangle=\langle\hat T^{\dagger2}\rangle=0\). With \(t\to\kappa\) by (6),

\[
E-E_0=2\,\mathrm{Re}\langle\hat T^\dagger H\rangle+\langle\hat T^\dagger(H-E_0)\hat T\rangle+\mathrm{Re}\langle\hat T^{\dagger2}H\rangle+O(\kappa^3). \tag{8}
\]

The second order has two sources: the energy of the singly excited admixture, and the coupling to \(\Phi_0\) of the double excitations that \(\tfrac12\hat T^2\) supplies to keep the state a determinant.

### The matrix elements

Relative to \(\Phi_0\), the operators \(a_a\) and \(a_i^\dagger\) annihilate the reference, while \(a_a^\dagger\) creates a particle and \(a_i\) a hole. Let \(\{\cdots\}\) around a string mean that the annihilators of \(\Phi_0\) are moved to the right, with the sign of the permutation. In (1) the only reorderings that leave a remainder are \(a_k^\dagger a_k=1-a_ka_k^\dagger\) for occupied \(k\). With \(\delta^o_{pq}=1\) if \(p=q\) is occupied and 0 otherwise, \(a_p^\dagger a_q=\{a_p^\dagger a_q\}+\delta^o_{pq}\) and

\[
\begin{aligned}
a_p^\dagger a_q^\dagger a_sa_r={}&\{a_p^\dagger a_q^\dagger a_sa_r\}+\delta^o_{qs}\{a_p^\dagger a_r\}+\delta^o_{pr}\{a_q^\dagger a_s\}-\delta^o_{qr}\{a_p^\dagger a_s\}-\delta^o_{ps}\{a_q^\dagger a_r\}\\&+\delta^o_{pr}\delta^o_{qs}-\delta^o_{ps}\delta^o_{qr},
\end{aligned}\tag{9}
\]

each sign being the parity of the permutation that brings the paired operators together. Multiplied by \(\tfrac14\langle pq\|rs\rangle\), the four middle terms carry \(\langle pk\|rk\rangle\), \(\langle kq\|ks\rangle\), \(-\langle pk\|ks\rangle\) and \(-\langle kq\|rk\rangle\). By antisymmetry each has the form \(+\langle pk\|qk\rangle\) after renaming, so they add to four equal quarters. The last two terms give \(\tfrac14\cdot2\sum_{kl}\langle kl\|kl\rangle\). Therefore

\[
H=E_0+H_1+H_2,\qquad H_1=\sum_{pq}f_{pq}\{a_p^\dagger a_q\},\qquad H_2=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{a_p^\dagger a_q^\dagger a_sa_r\}, \tag{10}
\]

\[
f_{pq}=h_{pq}+\sum_k\langle pk\|qk\rangle ,\qquad E_0=\sum_kh_{kk}+\tfrac12\sum_{kl}\langle kl\|kl\rangle . \tag{11}
\]

Acting on \(\Phi_0\), an ordered string survives only if it holds no annihilator of the reference, that is, if all creators are virtual and all \(a\)'s occupied:

\[
H|\Phi_0\rangle=E_0|\Phi_0\rangle+\sum_{ai}f_{ai}|\Phi_i^a\rangle+\sum_{a<b}\sum_{i<j}\langle ab\|ij\rangle|\Phi_{ij}^{ab}\rangle , \tag{12}
\]

where the four orderings of each pair of pairs cancel the \(\tfrac14\). Two elements follow at once: \(\langle\Phi_i^a|H|\Phi_0\rangle=f_{ai}\), and \(\langle\Phi_{ij}^{ab}|H|\Phi_0\rangle=\langle ab\|ij\rangle\) for any order of the labels, since state and integral change sign together. In \(\hat T^2\) the strings are \(a_a^\dagger a_ia_b^\dagger a_j=-a_a^\dagger a_b^\dagger a_ia_j=a_a^\dagger a_b^\dagger a_ja_i\). Hence

\[
\langle\hat T^\dagger H\rangle=\sum_{ai}\kappa_{ai}^*f_{ai},\qquad \langle\hat T^{\dagger2}H\rangle=\sum_{ai,bj}\kappa^*_{ai}\kappa^*_{bj}B_{ai,bj},\qquad B_{ai,bj}=\langle ab\|ij\rangle . \tag{13}
\]

The remaining element is \(A_{ai,bj}=\langle\Phi_i^a|H_1+H_2|\Phi_j^b\rangle\). Only strings that leave one particle and one hole contribute. In \(H_1\) these are the virtual–virtual and the occupied–occupied terms. The first gives \(\sum_{ac}f_{ac}a_a^\dagger a_c\,a_b^\dagger a_j|\Phi_0\rangle=\sum_af_{ab}|\Phi_j^a\rangle\). For the second, \(\{a_k^\dagger a_l\}=-a_la_k^\dagger\), and \(a_k^\dagger a_b^\dagger a_j|\Phi_0\rangle=-a_b^\dagger a_k^\dagger a_j|\Phi_0\rangle=-\delta_{kj}a_b^\dagger|\Phi_0\rangle\), so the term is \(+\sum_lf_{jl}\,a_la_b^\dagger|\Phi_0\rangle=-\sum_lf_{jl}|\Phi_l^b\rangle\). In \(H_2\) two of the four operators must annihilate and two create. Strings that remove two particles or two holes give zero on a single excitation, which leaves those that remove one of each. One of \(p,q\) is then virtual and the other occupied, and likewise for \(r,s\); the four placements are equal by antisymmetry and cancel the \(\tfrac14\):

\[
\sum_{aklc}\langle ak\|lc\rangle\{a_a^\dagger a_k^\dagger a_ca_l\}=\sum_{aklc}\langle ak\|lc\rangle\,a_a^\dagger a_l\,a_k^\dagger a_c ,
\]

with a plus sign because \(a_l\) passes two operators. On \(a_b^\dagger a_j|\Phi_0\rangle\), \(a_c\) gives \(\delta_{cb}\) and then \(a_k^\dagger a_j|\Phi_0\rangle=\delta_{kj}|\Phi_0\rangle\), leaving \(\sum_{al}\langle aj\|lb\rangle|\Phi_l^a\rangle\). Projecting all three results on \(\langle\Phi_i^a|\),

\[
A_{ai,bj}=\delta_{ij}f_{ab}-\delta_{ab}f_{ji}+\langle aj\|ib\rangle . \tag{14}
\]

The matrix \(A\) is Hermitian, being a block of \(H-E_0\); explicitly \(\langle bi\|ja\rangle^*=\langle ja\|bi\rangle=\langle aj\|ib\rangle\). The matrix \(B\) is symmetric, since \(\langle ba\|ji\rangle=\langle ab\|ij\rangle\), and in general not Hermitian.

### The quadratic form and the stability condition

Treat \(\kappa\) as a vector over the pairs \(ai\). By (8), (13) and (14) the second-order energy is \(E_2=\kappa^\dagger A\kappa+\mathrm{Re}\,(\kappa^\dagger B\kappa^*)\). Define

\[
v=\begin{pmatrix}\kappa\\ \kappa^*\end{pmatrix},\qquad M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix}. \tag{15}
\]

\(M\) is Hermitian because \(B^\dagger=B^*\). Multiplying out, \(v^\dagger Mv=\kappa^\dagger A\kappa+\kappa^\dagger B\kappa^*+\kappa^TB^*\kappa+\kappa^TA^*\kappa^*\). The fourth term is the conjugate of the first, which is real, and the third is the conjugate of the second, so \(v^\dagger Mv=2E_2\) and

\[
E(\kappa)=E_0+2\,\mathrm{Re}\sum_{ai}\kappa_{ai}^*f_{ai}+\tfrac12\,v^\dagger Mv+O(\kappa^3). \tag{16}
\]

The two halves of \(v\) are tied together, so it must be shown that every eigenvalue of \(M\) belongs to an allowed rotation. Write \(\kappa=x+iy\) with real \(x,y\), and \(z=(x,y)^T\). Then

\[
v=\sqrt2\,\Omega z,\qquad \Omega=\frac1{\sqrt2}\begin{pmatrix}1&i\\1&-i\end{pmatrix},\qquad E_2=z^TWz,\qquad W=\Omega^\dagger M\Omega , \tag{17}
\]

and \(\Omega\) is unitary. The columns of \(\sqrt2M\Omega\) are \((A+B,\;A^*+B^*)^T\) and \((i(A-B),\;-i(A-B)^*)^T\), and the rows of \(\sqrt2\,\Omega^\dagger\) are \((1,1)\) and \((-i,i)\). Thus \(W_{11}=\tfrac12[(A+B)+(A+B)^*]\), \(W_{12}=\tfrac i2[(A-B)-(A-B)^*]=\mathrm{Im}(B-A)\), \(W_{21}=-\tfrac i2[(A+B)-(A+B)^*]=\mathrm{Im}(A+B)\) and \(W_{22}=\tfrac12[(A-B)+(A-B)^*]\). Since \(\mathrm{Im}A\) is antisymmetric and \(\mathrm{Im}B\) symmetric, \(W_{21}=W_{12}^T\), and

\[
E_2=x^T\mathrm{Re}(A+B)\,x+y^T\mathrm{Re}(A-B)\,y+2\,x^T\mathrm{Im}(B-A)\,y . \tag{18}
\]

\(W\) is real symmetric, acts on unconstrained real \(z\), and has the eigenvalues of \(M\). The matrix of second derivatives of \(E\) with respect to \(z\) is \(2W\).

The linear term of (16) is \(2\sum(x_{ai}\mathrm{Re}f_{ai}+y_{ai}\mathrm{Im}f_{ai})\), so \(\Phi_0\) is stationary exactly when \(f_{ai}=0\), which is the Hartree–Fock condition. Assume it holds, and let \(\lambda\) be the lowest eigenvalue of \(M\). In a finite basis \(E\) is smooth in \(z\), so the remainder is bounded by \(\gamma|z|^3\) near the origin for some constant \(\gamma\). If \(\lambda>0\), then \(E-E_0\ge|z|^2(\lambda-\gamma|z|)>0\) for small \(z\neq0\), a strict local minimum. If \(\lambda<0\), then along \(z=s\,e\), with \(e\) the unit eigenvector of \(W\), \(E-E_0\le s^2(\lambda+\gamma|s|)<0\), and \(\Phi_0\) is not a minimum. This is Thouless' condition: **at a stationary determinant, \(M>0\) is sufficient and \(M\ge0\) is necessary for a local minimum.** For \(\lambda=0\) the second order does not decide.

The expansion (16) holds at any determinant, but it tests stability only at a stationary one. Elsewhere the linear term already lowers the energy, and a change of coordinates \(\kappa\to\kappa+O(\kappa^2)\) would shift the quadratic form by a term proportional to \(f_{ai}\). The test is also local: it is silent about lower determinants separated from \(\Phi_0\) by a barrier, and about orbitals outside the basis.

At a stationary point \(f\) has no occupied–virtual block, and diagonalizing the two remaining blocks gives canonical orbitals, \(f_{pq}=\varepsilon_p\delta_{pq}\). If the two-electron terms in \(A\) and \(B\) are negligible, \(M\) is diagonal with entries \(\varepsilon_a-\varepsilon_i\), and stability means that the lowest levels are filled. With interaction, take a single nonzero \(\kappa_{ai}\). Then \(B_{ai,ai}=\langle aa\|ii\rangle=0\) and \(A_{ai,ai}=\varepsilon_a-\varepsilon_i-\langle ai\|ai\rangle\), where \(\langle ai\|ai\rangle=\tfrac12\iint|\varphi_a(1)\varphi_i(2)-\varphi_i(1)\varphi_a(2)|^2r_{12}^{-1}\ge0\). A minimum among all determinants therefore needs \(\varepsilon_a-\varepsilon_i\ge\langle ai\|ai\rangle\ge0\). Filling the lowest levels is necessary and not sufficient.

The numerical check builds \(H\) as an explicit Fock-space matrix for random Hamiltonians with six spin orbitals and three electrons at a non-stationary reference. It tests (3), (6), (13) and (14) against those matrices, and (18) against finite-difference second derivatives. Halving \(\kappa\) divides the remainder of (16) by 7.742 for a complex Hamiltonian and by 8.023 for a real one. A remainder \(c_3s^3+c_4s^4\) gives a ratio that tends to 8 as \(s\to0\), whereas an error in the quadratic form would give a ratio tending to 4.

### Real orbitals: the \(A+B\) and \(A-B\) tests

Suppose all \(h_{pq}\) and \(\langle pq|rs\rangle\) are real in the orbital basis of \(\Phi_0\). This holds when the orbitals and the Hamiltonian are both real, which is the case assumed in this section. Real orbitals alone are not enough: a magnetic vector potential or spin–orbit coupling in general makes the integrals complex even between real functions. With real integrals \(A\) and \(B\) are real symmetric and the last term of (18) vanishes:

\[
E_2=x^T(A+B)\,x+y^T(A-B)\,y . \tag{19}
\]

\(W\) is block diagonal, the spectrum of \(M\) is the union of the spectra of \(A+B\) and \(A-B\), and \(M>0\) holds if and only if both are positive definite. The reason is a symmetry valid to all orders. Replacing \(\kappa\) by \(\kappa^*\) conjugates \(e^K\) and so the orbitals; with real integrals this conjugates the energy, which is real, so \(E(x,y)=E(x,-y)\) and no term odd in \(y\) can occur.

For \(y=0\) the matrix \(e^K\) is real orthogonal, so \(A+B\) tests stability among real determinants, and \(A-B\) tests whether the energy falls when the orbitals become complex. At any real determinant \(f\) is real, the gradient along \(y\) vanishes, and diagonalizing \(f\) with real eigenvectors returns real orbitals. An iteration run in real arithmetic therefore never moves along \(y\) and cannot follow an unstable eigenvector of \(A-B\).

In the random models the largest \(x\)–\(y\) element of the finite-difference \(W\) is \(2.6\times10^{-12}\) for the real Hamiltonian and 2.3 for the complex one. The eigenvalues of \(\mathrm{Re}(A+B)\) and \(\mathrm{Re}(A-B)\) miss those of the finite-difference \(W\) by at most \(4.8\times10^{-9}\) for the real Hamiltonian and by up to 2.2 for the complex one. All four are absolute values in the energy unit of the model.

At a stationary determinant, a positive definite \(M\) guarantees a local minimum and a negative eigenvalue rules one out; for real integrals the test splits into \(A+B\) and \(A-B\). What remains is to separate these matrices by spin for closed shells, to explain the zero eigenvalues that broken symmetries cause, and to apply the test to H\(_2\), NH and H\(_2\)O.

Numerical values quoted here were computed with a short program.
